# Gauge phases on PAW projectors in a uniform vector potential

## The problem

An electron of charge \(-e\) is bound to an isolated atom, and a vector potential \(\mathbf A\) that is uniform in space is switched on. SI units are used. The kinetic momentum is \(\hat{\boldsymbol\pi}=\hat{\mathbf p}+e\mathbf A=\hbar(-i\nabla+\mathbf a)\) with \(\mathbf a=e\mathbf A/\hbar\), and \(\gamma=\hbar^2/2m\). The projector augmented-wave (PAW) method writes the true state as \(\psi=\mathcal T\tilde\psi\), with

\[\mathcal T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle\tilde p_i|,\qquad \langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij},\]

and solves \(\tilde H\tilde\psi=ES\tilde\psi\). At \(\mathbf A=0\),

\[\tilde H=\frac{\hat p^2}{2m}+\tilde V+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|,\qquad S=1+\sum_{ij}|\tilde p_i\rangle q_{ij}\langle\tilde p_j|.\]

Here \(D_{ij}\) is the difference between the all-electron and the pseudo Hamiltonian matrix elements of the partial waves inside the sphere, and \(q_{ij}\) is the same difference of overlaps. The current is the quantity conjugate to \(\mathbf A\), \(\mathbf J=-\partial E/\partial\mathbf A\), which is the volume integral of the current density and has the unit A m.

The model is one-dimensional. The all-electron potential is \(-V_0\) for \(|x|<R\) and zero outside. The valence state is the second even state, with \(E_0=-\gamma\kappa^2\). Inside the sphere \(\phi=\phi_R\cos Kx/\cos KR\) with \(\pi<KR<3\pi/2\), and \(\tilde\phi=\phi_R\cos kx/\cos kR\) with \(kR<\pi/2\). Outside, both equal \(\phi_Re^{-\kappa(|x|-R)}\), and the slopes match: \(K\tan KR=k\tan kR=\kappa\). The local pseudopotential vanishes, and \(\tilde p=f/\tilde N\) with \(f=\tilde\phi\,\theta(R-|x|)\) and \(\tilde N=\int f^2dx\).

(a) How must \(\tilde p_i,\phi_i,\tilde\phi_i,D,q\) depend on a static \(\mathbf A\)? (b) What current does the model carry if they are left as they are at \(A=0\)? (c) What changes when \(\mathbf A\) depends on time? Take \(V_0=30\) eV, \(R=0.15\) nm and \(A=5\times10^{-7}\) V s/m.

## A tempting solution

Minimal coupling changes the kinetic energy, and the atomic data are computed once. So set

\[\tilde H'=\frac{\hat\pi^2}{2m}+\tilde V+\sum_{ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|,\qquad S'=S.\]

Let \(U=e^{-i\mathbf a\cdot\mathbf r}\). Since \((-i\nabla+\mathbf a)(U\chi)=U(-i\nabla\chi)\) for any function \(\chi\), one has \(U^\dagger\hat{\boldsymbol\pi}U=\hat{\mathbf p}\). Everything else in \(\tilde H'\) is potential energy and is untouched by a phase, so \(U^\dagger\tilde H'U=\tilde H\). The state is \(U\tilde\psi\), the energy does not depend on \(\mathbf A\), and \(\mathbf J=0\). The answers would be: no change, no current, and nothing new for \(\mathbf A(t)\).

## The fault

The step "untouched by a phase" holds for operators that commute with \(\mathbf r\). The projector term has a kernel in two points, and the transformation turns it into

\[\langle\mathbf r|U^\dagger|\tilde p_i\rangle\langle\tilde p_j|U|\mathbf r'\rangle=e^{i\mathbf a\cdot(\mathbf r-\mathbf r')}\,\tilde p_i(\mathbf r)\tilde p_j^*(\mathbf r').\]

The phase cancels on the diagonal \(\mathbf r=\mathbf r'\), where \(\tilde V\) lives, and survives off it. For the all-electron problem, whose potential is local, the argument is sound: \(H_A=UHU^\dagger\), \(\psi_A=U\psi\) and \(\mathbf J=0\) for a bound state. The scheme \(\tilde H',S'\) does not inherit this property.

## (a) The covariant construction

Covariance is the demand that every solution maps as \(\tilde\psi_n^A=U\tilde\psi_n\), with the same \(E_n\) and the same normalization. For a complete \(S\)-orthonormal set, \(S^{-1}=\sum_n|\tilde\psi_n\rangle\langle\tilde\psi_n|\) and \(\tilde H=\sum_nS|\tilde\psi_n\rangle E_n\langle\tilde\psi_n|S\), so the demand is equivalent to \(S_A=USU^\dagger\) and \(\tilde H_A=U\tilde HU^\dagger\). The local part satisfies \(U(\hat p^2/2m+\tilde V)U^\dagger=\hat\pi^2/2m+\tilde V\), and subtracting it leaves

\[\sum_{ij}|\tilde p^A_i\rangle D^A_{ij}\langle\tilde p^A_j|=\sum_{ij}|U\tilde p_i\rangle D_{ij}\langle U\tilde p_j|.\]

For independent projectors, an invertible matrix \(D\) and an unchanged number of projectors, the range of the right side is the span of the \(U\tilde p_i\). The \(\tilde p_i^A\) are therefore invertible combinations of the \(U\tilde p_j\), and the labels can be chosen so that \(\tilde p_i^A=U\tilde p_i\). Then \(D^A=D\), and the same comparison for \(S_A\) gives \(q^A=q\).

For the partial waves, \(\psi_A=U\mathcal T\tilde\psi=U\mathcal TU^\dagger\tilde\psi^A\) holds for all states, so \(\mathcal T_A=U\mathcal TU^\dagger\). Comparing the coefficients of the independent \(\langle U\tilde p_i|\) gives \(\phi_i^A-\tilde\phi_i^A=U(\phi_i-\tilde\phi_i)\). The all-electron partial waves are defined as solutions of \(H_A\phi=\epsilon_i\phi\) in the sphere, and these are \(U\) times the solutions at \(\mathbf A=0\). Hence

\[\tilde p_i^A=e^{-ie\mathbf A\cdot\mathbf r/\hbar}\tilde p_i,\qquad\phi_i^A=e^{-ie\mathbf A\cdot\mathbf r/\hbar}\phi_i,\qquad\tilde\phi_i^A=e^{-ie\mathbf A\cdot\mathbf r/\hbar}\tilde\phi_i.\]

In Gaussian atomic units the phase reads \(e^{-i\mathbf A\cdot\mathbf r/c}\), and for a positive charge its sign is reversed. The set is consistent: \(\langle U\tilde p_i|U\tilde\phi_j\rangle=\delta_{ij}\), and \(\langle U\phi_i|H_A|U\phi_j\rangle=\langle\phi_i|H|\phi_j\rangle\) reproduces \(D^A=D\) from the definition. Measuring \(\mathbf r\) from the atomic position \(\mathbf X\) multiplies all three functions by the constant \(e^{i\mathbf a\cdot\mathbf X}\), which cancels between bra and ket.

Two limits of the statement matter. First, for any invertible \(\mathcal T\), phased or not, the pair \(\mathcal T^\dagger H_A\mathcal T,\ \mathcal T^\dagger\mathcal T\) has the spectrum of \(H_A\), because \(\mathcal T^\dagger(H_A-E)\mathcal T\) is singular where \(H_A-E\) is. The requirement concerns the one-centre form with a finite set, which is not that pair. Second, on a ring or in a periodic cell \(U\) changes the boundary condition. Extended states then depend on \(\mathbf A\) for physical reasons, and \(J=0\) is a statement about bound states much smaller than the cell.

## (b) The spurious current

### The data set

With \(1/\cos^2KR=1+\kappa^2/K^2\) and \(\sin2KR/(2K\cos^2KR)=\tan KR/K=\kappa/K^2\), the inner norm is \(N=\phi_R^2[R(1+\kappa^2/K^2)+\kappa/K^2]\), and \(\tilde N\) follows with \(K\to k\). The two tails add \(\phi_R^2/\kappa\), so \(\phi_R^{-2}=R(1+\kappa^2/K^2)+\kappa/K^2+1/\kappa\), and \(q=N-\tilde N\). In \(D=\int_{-R}^R[\gamma(\phi'^2-\tilde\phi'^2)-V_0\phi^2]dx\) an integration by parts produces boundary terms \(\phi\phi'\) and \(\tilde\phi\tilde\phi'\), which cancel because values and slopes match. What remains is \(D=E_0N-\gamma k^2\tilde N\), and with \(s=k^2+\kappa^2\),

\[w\equiv D-E_0q=-\gamma k^2\tilde N+E_0\tilde N=-\gamma s\tilde N.\]

The function \(\tilde\phi\) obeys \((-\partial^2+\kappa^2)\tilde\phi=sf\), with no delta function because its slope is continuous. Therefore \((\tilde H-E_0S)\tilde\phi=\gamma sf+w\tilde p=0\), and \(\langle\tilde\phi|S|\tilde\phi\rangle=\langle\tilde\phi|\tilde\phi\rangle+q=1\). Acting on \(\tilde p\), \(S\) gives \(1+q\langle\tilde p|\tilde p\rangle=1+q/\tilde N=N/\tilde N>0\), and it is unity on the orthogonal complement, so \(S\) is positive. For \(\epsilon<0\), \(\tilde H-\epsilon S\) is a positive operator plus a term of rank one and has at most one negative eigenvalue. With \(S>0\) this number counts the levels below \(\epsilon\), so \(\tilde\phi\) is the single bound state.

### Second order in \(a\)

In the unphased scheme \(\tilde H'-E_0S=K_0+aK_1+a^2\gamma\), with \(K_0=\tilde H-E_0S\) and \(K_1=-2i\gamma\partial\). Put \(\tilde\psi=\tilde\phi+a\psi_1+a^2\psi_2\) and \(E'=E_0+aE_1+a^2E_2\). The first order is \(K_0\psi_1+K_1\tilde\phi=E_1S\tilde\phi\). Projection on \(\tilde\phi\) gives \(E_1=\langle\tilde\phi|K_1|\tilde\phi\rangle=0\) by parity. The source \(\tilde\phi'\) is odd, and the even projector annihilates odd functions, on which \(K_0=\gamma g^{-1}\) with \(g=(-\partial^2+\kappa^2)^{-1}\). So \(\psi_1=2i\,g\tilde\phi'\). The second order, projected on \(\tilde\phi\), is

\[E_2=\gamma\langle\tilde\phi|\tilde\phi\rangle+\langle K_1\tilde\phi|\psi_1\rangle=\gamma\langle\tilde\phi|\tilde\phi\rangle+(2i\gamma)(2i)\langle\tilde\phi'|g|\tilde\phi'\rangle.\]

Writing \(\delta E=\eta\gamma a^2=\eta e^2A^2/2m\),

\[J=-\eta\,\frac{e^2A}{m},\qquad\eta=\langle\tilde\phi|\tilde\phi\rangle-4\langle\tilde\phi'|g|\tilde\phi'\rangle.\]

The first term is the diamagnetic response and the second the paramagnetic one. The product rule gives \(g^{-1}(x\tilde\phi)=sxf-2\tilde\phi'\), so \(2\tilde\phi'=sxf-g^{-1}x\tilde\phi\) and

\[4\langle\tilde\phi'|g|\tilde\phi'\rangle=s^2\langle xf|g|xf\rangle-2s\!\int\!x^2f^2dx+\langle x\tilde\phi|g^{-1}|x\tilde\phi\rangle.\]

The last term is \(s\int x^2f^2dx-2\int x\tilde\phi\tilde\phi'dx=s\int x^2f^2dx+\langle\tilde\phi|\tilde\phi\rangle\), by parts. The norm cancels:

\[\eta=s\int x^2f^2dx-s^2\langle xf|g|xf\rangle.\]

For a local potential, \(g^{-1}\) contains that potential and annihilates the bound state, the terms in \(sf\) are absent, and \(\eta=0\): this is the f-sum rule. Here the attraction acts on \(\tilde\phi\) and not on \(x\tilde\phi\), and \(\eta\) is the remainder.

### Closed form

Let \(f=B\cos kx\) inside, with \(c=\cos kR\) and \(B=\phi_R/c\). Solve \(g^{-1}u=x\cos kx\,\theta(R-|x|)\) for odd \(u\). Since \(g^{-1}(x\cos kx)=sx\cos kx+2k\sin kx\) and \(g^{-1}\sin kx=s\sin kx\), the inner solution is

\[u=\frac{x\cos kx}{s}-\frac{2k\sin kx}{s^2}+C\sinh\kappa x.\]

Decay outside requires \(u'+\kappa u=0\) at \(R\). With \(k\sin kR=\kappa c\), the first term contributes \((c-kR\sin kR+\kappa Rc)/s=c/s\). The second contributes \(-2k(kc+\kappa\sin kR)/s^2=-2c/s\), because \(kc+\kappa^2c/k=sc/k\). The third contributes \(C\kappa e^{\kappa R}\). Hence \(C=ce^{-\kappa R}/(\kappa s)\). In \(s^2\int x\cos kx\,u\,dx\) the first term of \(u\) cancels \(s\int x^2\cos^2kx\,dx\), which leaves

\[\frac{\eta}{B^2}=k\int_{-R}^Rx\sin2kx\,dx-s^2CI,\qquad I=\int_{-R}^Rx\cos kx\sinh\kappa x\,dx.\]

The first term, including its factor \(k\), is \(-R\cos2kR+\sin2kR/(2k)=R-2c^2R+\kappa c^2/k^2\). For \(I\), the antiderivative of \(\cos kx\sinh\kappa x\) is \(F=(\kappa\cos kx\cosh\kappa x+k\sin kx\sinh\kappa x)/s\), with \(F(R)=\kappa ce^{\kappa R}/s\), and \(I=2[RF(R)-\int_0^RF\,dx]\). The antiderivative of \(F\) that vanishes at zero is \([(\kappa^2-k^2)\cos kx\sinh\kappa x+2\kappa k\sin kx\cosh\kappa x]/s^2\), which at \(R\) equals \(c[(\kappa^2-k^2)\sinh\kappa R+2\kappa^2\cosh\kappa R]/s^2\). Multiplying by \(e^{-\kappa R}\) turns the bracket into \(\tfrac12[3\kappa^2-k^2+se^{-2\kappa R}]\), so

\[s^2CI=2c^2R-\frac{c^2(3\kappa^2-k^2)}{\kappa s}-\frac{c^2e^{-2\kappa R}}{\kappa}.\]

With \(B^2c^2=\phi_R^2\) and \(1/c^2=s/k^2\),

\[\eta=\phi_R^2\left[R\Big(\frac{s}{k^2}-4\Big)+\frac{\kappa}{k^2}+\frac{3\kappa^2-k^2}{\kappa s}+\frac{e^{-2\kappa R}}{\kappa}\right].\]

For weak binding, \(\kappa R\to0\), the matching condition gives \(\kappa/k^2\to R\) and \(s/k^2\to1\). The third term is \(-1/\kappa+4\kappa/s\to-1/\kappa+4R\) and the fourth is \(1/\kappa-2R+\dots\). The \(1/\kappa\) terms cancel, and so does \(-3R+R+4R-2R\). The bracket is then at most of order \(\kappa R^2\), and since \(\phi_R^2<\kappa\), \(\eta\) vanishes at least as fast as \((\kappa R)^2\). The even projector of the model, when narrow on the scale of the state, acts as a local potential. This does not carry over to an odd (p-type) projector: it samples the slope of the state, which the phase \(U\) changes however narrow the projector is.

### Finite \(a\), partial cures and the wrong sign

For \(E'=-\gamma\kappa'^2\) the eigenvalue equation reads \(\tilde\psi=-(D-E'q)\langle\tilde p|\tilde\psi\rangle G_a\tilde p\), where \(G_a=(\hat\pi^2/2m-E')^{-1}=UG_0U^\dagger\) has the kernel \(e^{-ia(x-x')}e^{-\kappa'|x-x'|}/(2\gamma\kappa')\). Projection on \(\tilde p\) gives

\[1+(D-E'q)\langle\tilde p|G_a|\tilde p\rangle=0.\]

For real \(\tilde p\) the phase reduces to \(\cos a(x-x')\), so \(E'\) is even in \(a\) and the next term is quartic. A projector \(e^{-ibx}\tilde p\) replaces \(a\) by \(a-b\) in this equation. The choice \(b=a\) removes the dependence, and the wrong sign \(b=-a\) gives the unphased energy at \(2a\), four times \(\delta E\) at leading order.

One may instead recompute \(D\) with \(\hat\pi\) and unphased partial waves. For real \(\phi\), \(|(-i\partial+a)\phi|^2=\phi'^2+a^2\phi^2\), so \(D[A]=D+q\gamma a^2\), and this adds \(q\gamma a^2|\langle\tilde p|\tilde\phi\rangle|^2=q\gamma a^2\) to \(\delta E\) at order \(a^2\). Unphased projectors then give the coefficient \(\eta+q=1-4\langle\tilde\phi'|g|\tilde\phi'\rangle\), and phased projectors with unphased partial waves give \(q\). In the second case the reconstruction \(U\tilde\phi+(\phi-\tilde\phi)\) also misses \(U\phi\), by \((1-U)(\phi-\tilde\phi)\).

### What kind of current this is

Let \(W=|\tilde p\rangle(D-E'q)\langle\tilde p|\). In an eigenstate \(\langle[\tilde H'-E'S,x]\rangle=0\), and \((i/\hbar)[\hat\pi^2/2m,x]=\hat\pi/m\), so

\[\frac{\langle\hat\pi\rangle}{m}+\frac{i}{\hbar}\langle[W,x]\rangle=0,\qquad\frac{\langle\hat\pi\rangle}{m}=\frac{2(D-E'q)}{\hbar}\,\mathrm{Im}\big(\langle\tilde\psi|\tilde p\rangle\langle x\tilde p|\tilde\psi\rangle\big).\]

The Hellmann–Feynman theorem for the generalized problem gives \(J=-\langle\partial_A\tilde H-E\,\partial_AS\rangle\). Without phases this is \(-e\langle\hat\pi\rangle/m\), one of the two terms that cancel. With phases, \(\partial_aW_A=-i[x,W_A]\) supplies the other, \(J=-e\langle\hat\pi/m+(i/\hbar)[W_A,x]\rangle=0\). The spurious current is thus a current that couples to \(A\) in a stationary state, where no charge is displaced. Outside the sphere \(\tilde\psi\propto e^{-iax}e^{-\kappa'|x|}\), \(\tilde\psi^*\hat\pi\tilde\psi\) is imaginary, and the local current \(j=-(e/m)\,\mathrm{Re}(\tilde\psi^*\hat\pi\tilde\psi)\) vanishes. It flows inside, and the nonlocal term returns it.

## (c) Time-dependent \(A\)

The electric field is \(\mathcal E=-\dot A\), so \(\hbar\dot a=-e\mathcal E\) (one dimension; dot products restore three). Inserting \(\psi=\mathcal T_A\tilde\psi\) in \(i\hbar\dot\psi=H_A\psi\) and applying \(\mathcal T_A^\dagger\) produces the extra operator \(P=-i\hbar\mathcal T_A^\dagger\dot{\mathcal T}_A\). From \(\dot U=-i\dot axU\) follows \(\dot{\mathcal T}_A=-i\dot a\,U[x,\mathcal T]U^\dagger\), so \(P=e\mathcal E\,U(\mathcal T^\dagger x\mathcal T-\mathcal T^\dagger\mathcal Tx)U^\dagger\). In the one-centre form \(\mathcal T^\dagger\mathcal T\to S\) and \(\mathcal T^\dagger x\mathcal T\to\tilde x\), which is \(x\) plus projector terms with coefficients \(\langle\phi_i|x|\phi_j\rangle-\langle\tilde\phi_i|x|\tilde\phi_j\rangle\). Then

\[i\hbar S_A\dot{\tilde\psi}=\big[\tilde H_A+e\mathcal E\,U(\tilde x-Sx)U^\dagger\big]\tilde\psi.\]

This form is covariant for a finite set as well. Setting \(\tilde\psi=U\chi\), the left side is \(U(i\hbar S\dot\chi+\hbar\dot aSx\chi)=U(i\hbar S\dot\chi-e\mathcal ESx\chi)\), the \(Sx\) terms cancel, and \(i\hbar S\dot\chi=(\tilde H+e\mathcal E\tilde x)\chi\) is the length-gauge equation. The operator \(P\) is not Hermitian, \(P-P^\dagger=e\mathcal E[x,S_A]\), while \(\dot S_A=-i\dot a[x,S_A]=(ie\mathcal E/\hbar)[x,S_A]\). In \(\tfrac{d}{dt}\langle S_A\rangle=\langle\dot S_A\rangle+\langle P-P^\dagger\rangle/(i\hbar)\) the two cancel. In the model \(\tilde x=x\) by parity, and \(P=-e\mathcal Eq\,|U\tilde p\rangle\langle Ux\tilde p|\).

## Numbers

The matching conditions give \(K=24.39\), \(k=7.258\) and \(\kappa=13.873\) nm\(^{-1}\), with \(E_0=-7.333\) eV above two lower all-electron levels at \(-27.29\) and \(-19.38\) eV. The norms are \(N=0.7548\) and \(\tilde N=3.2705\), so \(q=-2.5158\) and \(N/\tilde N=0.231\); further \(D=-12.10\) eV and \(w=-30.55\) eV. With \(k^2=52.684\), \(\kappa^2=192.46\) and \(s=245.14\) nm\(^{-2}\), the bracket is \(0.09796+0.26332+0.15428+0.00112=0.51669\) nm, and \(\phi_R^2=3.4022\) nm\(^{-1}\) gives \(\eta=1.758\). The other two forms give \(3.5158-1.7579\) and \(4.0731-2.3152\), and the curvature of the secular root agrees as well. The value exceeds one, which the bound \(\eta\le\langle\tilde\phi|\tilde\phi\rangle=3.516\) allows because the pseudo state has more than unit plain norm.

For \(A=5\times10^{-7}\) V s/m, \(a=0.7596\) nm\(^{-1}\) (\(A/c=0.0402\) in atomic units), \(aR=0.114\) and \(\gamma a^2=0.021985\) eV. The quadratic shift is \(1.7579\times0.021985=0.03865\) eV, and the linear current is \(-1.7579\times1.40897\times10^{-14}=-2.477\times10^{-14}\) A m. The full values are \(0.03857\) eV and \(-2.467\times10^{-14}\) A m, smaller by 0.2% and 0.4% of the leading-order values. The ratio of two is what a quartic term gives: \(\delta E\propto a^2(1-\lambda a^2)\) has the derivative \(2a(1-2\lambda a^2)\). The current corresponds to \(\langle\hat\pi\rangle/m=1.54\times10^5\) m/s, and for a chain of independent atoms 1 nm apart \(J\) divided by the spacing is a cell-averaged kinetic current of \(-2.47\times10^{-5}\) A, although none of it passes between the atoms. The local current is \(-1.40\times10^{-4}\) A at the centre; at \(x=2R\) it was tested to lie below \(10^{-3}\) of that.

Plane-wave diagonalization on a ring of 2.4 nm gives these shifts.

| Scheme | \(\delta E\) (eV) |
|---|---|
| no phases, \(D\) frozen | \(+0.0386\) |
| no phases, \(D[A]\) | \(-0.0166\) |
| projector phased, \(D[A]\) | \(-0.0554\) |
| wrong sign | \(+0.1533\) |
| all phases | \(-2\times10^{-9}\) |

The second and third rows match \((\eta+q)\gamma a^2=-0.7579\times0.021985=-0.0167\) eV and \(q\gamma a^2=-0.0553\) eV up to higher orders, so for this data set, where \(q<-\eta\), both partial cures reverse the sign of the error and the one with coefficient \(q\) enlarges it; the reversal is not general. In this model \(q=\phi_R^2(R\kappa^2+\kappa)(1/K^2-1/k^2)\) is always negative because \(K>k\), but \(\eta+q\) turns positive for tighter binding (\(+0.71\) at \(\kappa R=15\)), and a data set with \(\eta\) and \(q\) both positive would keep the sign of \(\eta\) in both coefficients. The wrong sign gives 3.976 times the first row, as expected from \(4(1-3\lambda a^2)\) with \(\lambda a^2=0.002\). The last row is a numerical residue, tested to be below \(10^{-5}\) of the first for either origin of the phase. The reconstruction error inside the sphere, for \(\phi\) of unit norm, is \(1.9\times10^{-5}\) with phased and \(0.063\) with unphased partial waves.

A ramp \(A(t)=A\,(10u^3-15u^4+6u^5)\), \(u=t/T\), with \(T=10\) fs leaves the kinetic current \(-2.467\times10^{-14}\) A m without phases, the static value, and \(-2\times10^{-19}\) A m with them. The last number is set by the finite ring of 2.4 nm: on a ring of 4.8 nm it falls to about \(-8\times10^{-21}\) A m, while the unphased value is unchanged. In the adiabatic, small-\(a\) regime a steady field \(A=-\mathcal Et\) would therefore give \(J=\eta e^2\mathcal Et/m\), so that a bound electron responds like \(\eta\) free ones. A fast ramp to \(2.5\times10^{-6}\) V s/m in 1 fs, with peak field \(4.7\times10^9\) V/m, probes \(P\). The norm \(\langle S_A\rangle\) drifts from unity by at most \(7\times10^{-9}\) with \(P\) and \(2.7\times10^{-3}\) without it. The final amplitude \(\langle U\tilde p|\tilde\psi\rangle\), which starts at unity, differs from the length-gauge amplitude by \(3\times10^{-5}\) with \(P\) and \(1.5\times10^{-2}\) without it. By the derivation in (c) both deviations with \(P\) vanish for the exact equations on an infinite line. The remaining norm drift is a residue of the time step, and the remaining amplitude difference comes mainly from the finite length of the ring. The numerical output below lists the values to more digits.

## Calculated quantities

```
V0 = 30 eV
R = 0.15 nm
A = 5e-07 V s/m
a = eA/hbar = 0.759634 1/nm
a R = 0.113945 
a*bohr (A/c) = 0.0401981 a.u.
K = 24.3915 1/nm
k = 7.25839 1/nm
kappa = 13.873 1/nm
E0 = -7.33267 eV
AE level 1 (plane waves) = -27.2884 eV
AE level 2 = -19.3798 eV
AE level 3 = -7.33255 eV
PAW level (plane waves) = -7.33266 eV
phiR^2 = 3.40224 1/nm
N = 0.754758 
N pseudo = 3.27052 
norm outside = 0.245242 
q = -2.51576 
lowest eigenvalue of S = 0.230776 
D = -12.0992 eV
w = -30.5464 eV
D[A]-D unphased waves = -0.0553096 eV
eta closed form = 1.7579 
eta secular curvature = 1.7579 
<phit|phit> = 3.51575 
f-sum = 1.75785 
commutator term 1 = 4.07307 
commutator term 2 = 2.31517 
eta, no phases, D[A] = -0.757859 
eta, projector phase, D[A] = -2.51576 
hbar^2 a^2/2m = 0.0219853 eV
dE no phases, quadratic = 0.0386479 eV
dE no phases = 0.0385692 eV
dE all phases = -1.94317e-09 eV
dE no phases, D[A] = -0.0166176 eV
dE projector phase, D[A] = -0.0553548 eV
dE wrong sign = 0.153335 eV
e^2 A/m = 1.40897e-14 A m
J linear = -2.47683e-14 A m
J = -dE/dA = -2.46676e-14 A m
J kinetic = -2.46675e-14 A m
<pi>/m = 153963 m/s
chain spacing = 1 nm
chain current = -2.46676e-05 A
local current at centre = -0.000139519 A
local current at 2R = 2.70555e-12 A
reconstruction error, phased = 1.86886e-05 
reconstruction error, unphased = 0.0625632 
slow ramp time = 10 fs
J after ramp, no phases = -2.46666e-14 A m
J after ramp, phases = -2.02237e-19 A m
fast ramp A = 2.5e-06 V s/m
fast ramp time = 1 fs
fast ramp peak field = 4.6875e+09 V/m
max S-norm drift with / without field term = 6.66e-09 / 2.748e-03
|<p|psi> - length gauge| with / without = 2.96e-05 / 1.498e-02
ring length = 2.4 nm, plane waves = 401 static, 161 dynamic
```
